**Alkoxide angles: torque balance against pi energy**

The program shows that the M-O-C angle θ is set by the slopes of the energy contributions and the bending stiffness k, not by the size of the pi energy P. Here P is the Hartree-Fock energy without the metal's pi-acceptor functions minus the energy with them; for H₂B-OCH₃ and H₂Al-OCH₃ only the out-of-plane acceptors are removed. The program asserts that NaOCH₃ has a wider angle and a smaller P than H₂B-OCH₃, and that its angle stays wide without sodium pi acceptors and with sodium core functions alone. It also asserts that the slope of P divided by the stiffness predicts the pi-induced shift in the boron compound to within 1°, a loose limit beside the printed values of 0.42° and 0.43°, and that a small model repulsion U shifts the angle by torque over k. The output gives 180.0° with P = 7.1 kJ/mol for NaOCH₃, and 121.6° with P = 79.5 kJ/mol for H₂B-OCH₃. The same form of repulsion opens the soft aluminium compound by 4.7° and the stiff boron compound by 1.2°. The molecules are rigid monomers, so the angles are not predictions for associated or crystalline precursors.

## Check in Python

```python
# Result under test: the M-O-C angle of an alkoxide is set by the balance of
# torques and the bending stiffness, not by the size of the pi stabilization.
# Symbols: theta = M-O-C angle (radians inside, degrees in print);
# E_pi = energy without metal pi acceptors minus energy with them;
# k = second derivative of the bending energy; U = model M...C repulsion.
# Method: restricted Hartree-Fock on rigid scans, MP2 as a correlation check.
import numpy as np
from scipy.constants import physical_constants, N_A, R
from scipy.interpolate import make_interp_spline
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, ao2mo
from pyscf.scf import hf

hf.MUTE_CHKFILE = True
KJ = physical_constants['Hartree energy'][0] * N_A / 1000.0
DEG = np.pi / 180.0

# Fixed inputs in angstrom: M-O, O-C, M-H; last principal number of the core
MOLECULES = {
    'Na': dict(mo=1.95, oc=1.38, mh=None, core=2, start=108, stop=180),
    'B': dict(mo=1.34, oc=1.42, mh=1.19, core=1, start=96, stop=156),
    'Al': dict(mo=1.69, oc=1.40, mh=1.58, core=2, start=96, stop=180),
}
NAMES = {'Na': 'NaOCH3', 'B': 'H2B-OCH3', 'Al': 'H2Al-OCH3'}


def build(metal, theta, stretch=0.0):
    """O at the origin, M on the negative z axis, C in the xz plane."""
    p = MOLECULES[metal]
    s, c = np.sin(theta), np.cos(theta)
    m_pos = np.array([0.0, 0.0, -(p['mo'] + stretch)])
    axis = np.array([s, 0.0, -c])
    c_pos = p['oc'] * axis
    atoms = [(metal, m_pos), ('O', np.zeros(3)), ('C', c_pos)]
    side, out = np.array([c, 0.0, s]), np.array([0.0, 1.0, 0.0])
    for phi in (0.0, 120 * DEG, 240 * DEG):
        w = side * np.cos(phi) + out * np.sin(phi)
        h = axis * np.cos(70 * DEG) + w * np.sin(70 * DEG)
        atoms.append(('H', c_pos + 1.09 * h))
    if p['mh']:
        for sign in (-1, 1):
            h = np.array([sign * np.sin(60 * DEG), 0.0, -np.cos(60 * DEG)])
            atoms.append(('H', m_pos + p['mh'] * h))
    basis = {metal: '6-31g*', 'O': '6-31+g*', 'C': '6-31g', 'H': '6-31g'}
    return gto.M(atom=[(a, tuple(x)) for a, x in atoms], basis=basis,
                 unit='Angstrom', verbose=0)


def solve_scf(h, s, eri, nocc, keep, dm):
    """Closed-shell Hartree-Fock restricted to the kept basis functions."""
    ix = np.ix_(keep, keep)
    sk = s[ix]
    val, vec = np.linalg.eigh(sk)
    x = vec / np.sqrt(val)
    start = np.zeros_like(dm)
    start[ix] = dm[ix]
    dm = start
    focks, errors = [], []
    for cycle in range(100):
        vj, vk = hf.dot_eri_dm(eri, dm, hermi=1)
        f = h + vj - 0.5 * vk
        energy = 0.5 * np.sum(dm * (h + f))
        fk, dk = f[ix], dm[ix]
        fds = fk @ dk @ sk
        err = x.T @ (fds - fds.T) @ x
        if cycle > 1 and np.linalg.norm(err) < 2e-6:
            eps, coef = eigh(fk, sk)
            return energy, dm, eps, coef
        focks = (focks + [fk])[-8:]
        errors = (errors + [err.ravel()])[-8:]
        n = len(focks)
        if n > 1:
            e = np.array(errors)
            b = np.zeros((n + 1, n + 1))
            b[:n, :n] = e @ e.T
            b[:n, :n] /= np.max(np.diag(b))
            b[n, :n] = b[:n, n] = 1.0
            rhs = np.zeros(n + 1)
            rhs[n] = 1.0
            w = np.linalg.lstsq(b, rhs, rcond=None)[0][:n]
            fk = sum(wi * fi for wi, fi in zip(w, focks))
        coef = eigh(fk, sk)[1]
        dm = np.zeros_like(dm)
        dm[ix] = 2.0 * coef[:, :nocc] @ coef[:, :nocc].T
    raise RuntimeError('Hartree-Fock did not converge')


def energies(metal, theta, stretch=0.0, only_full=False):
    """Energies in hartree: full, no pi acceptors, core-only Na, MP2."""
    mol = build(metal, theta, stretch)
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    s = mol.intor('int1e_ovlp')
    eri = mol.intor('int2e', aosym='s8')
    nocc = mol.nelectron // 2
    every = np.arange(mol.nao_nr())
    guess = np.asarray(hf.init_guess_by_minao(mol))
    e, dm, eps, coef = solve_scf(h, s, eri, nocc, every, guess)
    nuc = mol.energy_nuc()
    result = {'full': e + nuc}
    if only_full:
        return result
    # Na has two pi planes; in planar H2M only the out-of-plane one is empty
    pi = ('x', 'y', 'xz', 'yz') if metal == 'Na' else ('y', 'yz', 'xy')
    valence, acceptors = set(), set()
    for i, (atom, _, shell, comp) in enumerate(mol.ao_labels(fmt=None)):
        if atom == 0 and int(shell[0]) > MOLECULES[metal]['core']:
            valence.add(i)
            if comp in pi:
                acceptors.add(i)
    assert acceptors
    keep = np.array([i for i in every if i not in acceptors])
    result['no_pi'] = solve_scf(h, s, eri, nocc, keep, dm)[0] + nuc
    if metal == 'Na':
        keep = np.array([i for i in every if i not in valence])
        result['ionic'] = solve_scf(h, s, eri, nocc, keep, dm)[0] + nuc
    co, cv = coef[:, :nocc], coef[:, nocc:]
    nv = cv.shape[1]
    g = ao2mo.general(eri, (co, cv, co, cv), compact=False)
    g = g.reshape(nocc, nv, nocc, nv)
    gap = eps[:nocc, None] - eps[None, nocc:]
    denom = gap[:, :, None, None] + gap[None, None, :, :]
    e2 = np.sum(g * (2 * g - g.transpose(0, 3, 2, 1)) / denom)
    result['mp2'] = result['full'] + e2
    return result


def minimum(func, lo, hi):
    grid = np.linspace(lo, hi, 1601)
    t = grid[np.argmin(func(grid))]
    a, b = max(lo, t - DEG), min(hi, t + DEG)
    return minimize_scalar(func, bounds=(a, b), method='bounded',
                           options={'xatol': 1e-9}).x


# Rigid bending scans and their interpolation
curves, limits, offsets, angle = {}, {}, {}, {}
for metal, p in MOLECULES.items():
    grid = np.arange(p['start'], p['stop'] + 1, 12) * DEG
    rows = [energies(metal, t) for t in grid]
    offsets[metal] = rows[0]['full']
    limits[metal] = (grid[0], grid[-1])
    curves[metal], angle[metal] = {}, {}
    for kind in rows[0]:
        zero = rows[0]['mp2'] if kind == 'mp2' else offsets[metal]
        y = np.array([(r[kind] - zero) * KJ for r in rows])
        curves[metal][kind] = make_interp_spline(grid, y, k=5)
        angle[metal][kind] = minimum(curves[metal][kind], *limits[metal])

# Check the Hartree-Fock solver against the library and the interpolation
t_check = 126 * DEG
own = energies('B', t_check, only_full=True)['full']
library = hf.RHF(build('B', t_check))
library.conv_tol = 1e-10
reference = library.kernel()
assert library.converged and abs(own - reference) < 1e-6
interp_error = abs(curves['B']['full'](t_check) - (own - offsets['B']) * KJ)
assert interp_error < 0.2

# Pi energy, its angular slope, and stiffness at each equilibrium angle
pi_energy, pi_slope, stiffness = {}, {}, {}
for metal in MOLECULES:
    t = angle[metal]['full']
    full, no_pi = curves[metal]['full'], curves[metal]['no_pi']
    pi_energy[metal] = float(no_pi(t) - full(t))
    pi_slope[metal] = float(no_pi(t, 1) - full(t, 1))
    stiffness[metal] = float(full(t, 2))
    assert 0 < pi_energy[metal] < 500
assert pi_energy['B'] > pi_energy['Na']
assert angle['Na']['full'] > angle['B']['full'] + 30 * DEG
assert angle['Na']['no_pi'] > angle['B']['full'] + 15 * DEG
assert angle['Na']['ionic'] > angle['B']['full'] + 15 * DEG
assert angle['Na']['mp2'] > angle['B']['mp2'] + 15 * DEG

# The slope of E_pi, not its size, predicts the shift caused by pi bonding
direct_pi = angle['B']['full'] - angle['B']['no_pi']
k_no_pi = float(curves['B']['no_pi'](angle['B']['no_pi'], 2))
predicted_pi = pi_slope['B'] / k_no_pi
assert abs(predicted_pi - direct_pi) < max(1 * DEG, 0.25 * abs(direct_pi))

# A model repulsion for bulk: U = strength * exp(-(r-r0)/decay)
DECAY, LOAD = 0.3, 5.0


def distance(metal, theta):
    p = MOLECULES[metal]
    return np.sqrt(p['mo']**2 + p['oc']**2
                   - 2 * p['mo'] * p['oc'] * np.cos(theta))


def loaded_angle(metal, strength):
    r0 = distance(metal, angle[metal]['full'])

    def total(t):
        u = strength * np.exp(-(distance(metal, t) - r0) / DECAY)
        return curves[metal]['full'](t) + u
    return minimum(total, *limits[metal])


torque, loaded = {}, {}
for metal in ('B', 'Al'):
    t, p = angle[metal]['full'], MOLECULES[metal]
    r0 = distance(metal, t)
    torque[metal] = LOAD / DECAY * p['mo'] * p['oc'] * np.sin(t) / r0
    # independent torque: finite difference using the Cartesian geometry
    step, u = 1e-4, []
    for shifted in (t - step, t + step):
        xyz = build(metal, shifted).atom_coords(unit='Angstrom')
        r = np.linalg.norm(xyz[0] - xyz[2])
        u.append(LOAD * np.exp(-(r - r0) / DECAY))
    numeric = -(u[1] - u[0]) / (2 * step)
    assert abs(numeric / torque[metal] - 1) < 1e-4
    small = 0.1
    response = loaded_angle(metal, small) - t
    linear = torque[metal] * small / LOAD / stiffness[metal]
    assert abs(response / linear - 1) < 0.05
    loaded[metal] = loaded_angle(metal, LOAD)
assert stiffness['Al'] < stiffness['B']
assert loaded['Al'] - angle['Al']['full'] > loaded['B'] - angle['B']['full']

# Effect of a longer M-O bond, from the change in bending slope
STRETCH = 0.05
bond_shift = {}
for metal in ('B', 'Al'):
    t, h = angle[metal]['full'], 5 * DEG
    e_hi = energies(metal, t + h, STRETCH, True)['full']
    e_lo = energies(metal, t - h, STRETCH, True)['full']
    base = curves[metal]['full'](t + h) - curves[metal]['full'](t - h)
    slope = ((e_hi - e_lo) * KJ - base) / (2 * h)
    bond_shift[metal] = -slope / stiffness[metal]

# Classical bending average for the aluminium compound, twist held fixed
T_USE = 400.0
ts = np.linspace(*limits['Al'], 4001)
ev = curves['Al']['full'](ts)
weight = np.sin(ts) * np.exp(-(ev - ev.min()) * 1000 / (R * T_USE))
weight /= weight.sum()
mean = np.sum(weight * ts)
spread = np.sqrt(np.sum(weight * (ts - mean)**2))

for metal, p in MOLECULES.items():
    name, a = NAMES[metal], angle[metal]
    print(f"{name}: M-O {p['mo']:.2f}, O-C {p['oc']:.2f} angstrom")
    print(f"{name}: equilibrium angle, HF = {a['full']/DEG:.1f} deg")
    print(f"{name}: angle without pi acceptors = {a['no_pi']/DEG:.1f} deg")
    print(f"{name}: angle, MP2 = {a['mp2']/DEG:.1f} deg")
    print(f"{name}: pi energy = {pi_energy[metal]:.1f} kJ/mol")
    print(f"{name}: bending k = {stiffness[metal]:.1f} kJ/mol/rad^2")
print(f"NaOCH3: angle, Na core functions only = "
      f"{angle['Na']['ionic']/DEG:.1f} deg")
for kind in ('full', 'no_pi', 'ionic'):
    f = curves['Na'][kind]
    cost = float(f(120 * DEG) - f(np.pi))
    print(f"NaOCH3: E(120 deg)-E(180 deg), {kind} = {cost:.1f} kJ/mol")
print(f"H2B-OCH3: slope of pi energy = {pi_slope['B']:.1f} kJ/mol/rad")
print(f"H2B-OCH3: k without pi acceptors = {k_no_pi:.1f} kJ/mol/rad^2")
print(f"H2B-OCH3: pi shift, slope/k = {predicted_pi/DEG:.2f} deg")
print(f"H2B-OCH3: pi shift, direct = {direct_pi/DEG:.2f} deg")
print(f"Model bulk: U at start = {LOAD:.1f} kJ/mol, "
      f"decay = {DECAY:.1f} angstrom")
for metal in ('B', 'Al'):
    name, t0, t1 = NAMES[metal], angle[metal]['full'], loaded[metal]
    c = curves[metal]
    dpi = float(c['no_pi'](t1) - c['full'](t1)) - pi_energy[metal]
    print(f"{name}: bulk torque = {torque[metal]:.2f} kJ/mol/rad")
    print(f"{name}: linear shift = "
          f"{torque[metal]/stiffness[metal]/DEG:.2f} deg")
    print(f"{name}: angle with bulk = {t1/DEG:.1f} deg")
    print(f"{name}: direct bulk shift = {(t1-t0)/DEG:.2f} deg")
    print(f"{name}: electronic bending cost = {c['full'](t1)-c['full'](t0):.2f}"
          " kJ/mol")
    print(f"{name}: pi energy change on opening = {dpi:.2f} kJ/mol")
    print(f"{name}: shift for M-O +{STRETCH:.2f} angstrom = "
          f"{bond_shift[metal]/DEG:.2f} deg")
barrier = float(curves['Al']['full'](np.pi)
                - curves['Al']['full'](angle['Al']['full']))
print(f"H2Al-OCH3: energy to reach 180 deg = {barrier:.2f} kJ/mol")
print(f"Thermal energy RT at {T_USE:.0f} K = {R*T_USE/1000:.2f} kJ/mol")
print(f"H2Al-OCH3: thermal mean angle = {mean/DEG:.1f} deg")
print(f"H2Al-OCH3: thermal spread = {spread/DEG:.1f} deg")
print(f"Interpolation error at 126 deg = {interp_error:.4f} kJ/mol")
print('tests ok')
```

Output:

```
NaOCH3: M-O 1.95, O-C 1.38 angstrom
NaOCH3: equilibrium angle, HF = 180.0 deg
NaOCH3: angle without pi acceptors = 180.0 deg
NaOCH3: angle, MP2 = 180.0 deg
NaOCH3: pi energy = 7.1 kJ/mol
NaOCH3: bending k = 49.4 kJ/mol/rad^2
H2B-OCH3: M-O 1.34, O-C 1.42 angstrom
H2B-OCH3: equilibrium angle, HF = 121.6 deg
H2B-OCH3: angle without pi acceptors = 121.2 deg
H2B-OCH3: angle, MP2 = 121.0 deg
H2B-OCH3: pi energy = 79.5 kJ/mol
H2B-OCH3: bending k = 507.3 kJ/mol/rad^2
H2Al-OCH3: M-O 1.69, O-C 1.40 angstrom
H2Al-OCH3: equilibrium angle, HF = 139.4 deg
H2Al-OCH3: angle without pi acceptors = 141.1 deg
H2Al-OCH3: angle, MP2 = 139.8 deg
H2Al-OCH3: pi energy = 31.5 kJ/mol
H2Al-OCH3: bending k = 99.9 kJ/mol/rad^2
NaOCH3: angle, Na core functions only = 179.9 deg
NaOCH3: E(120 deg)-E(180 deg), full = 26.4 kJ/mol
NaOCH3: E(120 deg)-E(180 deg), no_pi = 25.9 kJ/mol
NaOCH3: E(120 deg)-E(180 deg), ionic = 27.3 kJ/mol
H2B-OCH3: slope of pi energy = 3.8 kJ/mol/rad
H2B-OCH3: k without pi acceptors = 515.0 kJ/mol/rad^2
H2B-OCH3: pi shift, slope/k = 0.42 deg
H2B-OCH3: pi shift, direct = 0.43 deg
Model bulk: U at start = 5.0 kJ/mol, decay = 0.3 angstrom
H2B-OCH3: bulk torque = 11.21 kJ/mol/rad
H2B-OCH3: linear shift = 1.27 deg
H2B-OCH3: angle with bulk = 122.8 deg
H2B-OCH3: direct bulk shift = 1.23 deg
H2B-OCH3: electronic bending cost = 0.11 kJ/mol
H2B-OCH3: pi energy change on opening = 0.08 kJ/mol
H2B-OCH3: shift for M-O +0.05 angstrom = -1.06 deg
H2Al-OCH3: bulk torque = 8.86 kJ/mol/rad
H2Al-OCH3: linear shift = 5.08 deg
H2Al-OCH3: angle with bulk = 144.0 deg
H2Al-OCH3: direct bulk shift = 4.67 deg
H2Al-OCH3: electronic bending cost = 0.30 kJ/mol
H2Al-OCH3: pi energy change on opening = -0.22 kJ/mol
H2Al-OCH3: shift for M-O +0.05 angstrom = -4.51 deg
H2Al-OCH3: energy to reach 180 deg = 6.45 kJ/mol
Thermal energy RT at 400 K = 3.33 kJ/mol
H2Al-OCH3: thermal mean angle = 140.4 deg
H2Al-OCH3: thermal spread = 10.5 deg
Interpolation error at 126 deg = 0.0349 kJ/mol
tests ok
```
